# Why D1 fluorescence is unpolarised and a 0-1-0 line is not: test program

```python
"""Linear polarisation of resonance fluorescence J -> J' -> J.

Result under test, for linear excitation n and linear analyser m:
    I(n,m) = C [1 + W2 (3 (n.m)^2 - 1)]
    W2 = 3 (2J'+1) {1 1 2; J' J' J}^2
J is the lower and J' the upper angular momentum.  The lower level is
unpolarised and the upper level isolated.  Dipole matrices are in units of
the reduced dipole element, so all intensities here are dimensionless.
The direct side sums squared two-photon amplitudes over all sublevels.
"""
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

HALF = Rational(1, 2)
X, Y, Z = np.eye(3)


def projections(j):
    return [j - k for k in range(int(2 * j) + 1)]


def dipole(lower, upper):
    """Cartesian matrices <upper M'| d_i |lower M>."""
    spherical = {}
    for q in (-1, 0, 1):
        matrix = np.zeros((int(2 * upper) + 1, int(2 * lower) + 1), complex)
        for a, mu in enumerate(projections(upper)):
            for b, ml in enumerate(projections(lower)):
                if mu == ml + q:
                    sign = (-1) ** int(upper - mu)
                    matrix[a, b] = sign * float(
                        wigner_3j(upper, 1, lower, -mu, q, ml))
        spherical[q] = matrix
    return np.array([(spherical[-1] - spherical[1]) / np.sqrt(2),
                     1j * (spherical[-1] + spherical[1]) / np.sqrt(2),
                     spherical[0]])


def intensity(d, e_in, e_out, middle=None, start=None, final=None):
    """Sum of squared amplitudes, with optional operators on the levels."""
    up = np.tensordot(e_in, d, axes=1)
    down = np.tensordot(e_out, d, axes=1).conj().T
    if middle is not None:
        up = middle @ up
    if start is not None:
        up = up @ start
    if final is not None:
        down = final @ down
    return np.sum(abs(down @ up) ** 2)


def contrast(first, second):
    return (first - second) / (first + second)


def linear_pol(d, **operators):
    """Excitation along z, observation along x."""
    return contrast(intensity(d, Z, Z, **operators),
                    intensity(d, Z, Y, **operators))


def beam_pol(d, theta):
    """Unpolarised beam along x, scattered by theta in the xy plane."""
    in_plane = np.array([-np.sin(theta), np.cos(theta), 0])
    normal = sum(intensity(d, e, Z) for e in (Y, Z)) / 2
    planar = sum(intensity(d, e, in_plane) for e in (Y, Z)) / 2
    return contrast(normal, planar)


def w2_formula(lower, upper):
    return float(3 * (2 * upper + 1)
                 * wigner_6j(1, 1, 2, upper, upper, lower) ** 2)


def multipoles(lower, upper):
    """Rank 0 and 2 parts of the upper level, by explicit sublevel sums."""
    weights = np.array([float(wigner_3j(upper, 1, lower, -m, 0, m) ** 2)
                        for m in projections(upper)])
    parts = []
    for rank in (0, 2):
        tensor = np.array([(-1) ** int(upper - m) * np.sqrt(2 * rank + 1)
                           * float(wigner_3j(upper, rank, upper, -m, 0, m))
                           for m in projections(upper)])
        parts.append(weights @ tensor)
    return weights, parts


def spin_matrices(j):
    m = np.array([float(v) for v in projections(j)])
    jj = float(j)
    raising = np.diag(np.sqrt(jj * (jj + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def spin_product(j, s):
    return sum(np.kron(a, b)
               for a, b in zip(spin_matrices(j), spin_matrices(s)))


# General intensity law, multipole formula and angular laws for many levels.
rng = np.random.default_rng(4)
largest_error = 0.0
pairs = 0
for twice in range(7):
    low = Rational(twice, 2)
    for high in (low - 1, low, low + 1):
        if high < 0 or low + high < 1:
            continue
        pairs += 1
        d = dipole(low, high)
        w2 = w2_formula(low, high)
        for _ in range(4):
            n, m = rng.normal(size=(2, 3))
            n, m = n / np.linalg.norm(n), m / np.linalg.norm(m)
            law = (1 + w2 * (3 * (n @ m) ** 2 - 1)) / (9 * (2 * float(high) + 1))
            largest_error = max(largest_error, abs(intensity(d, n, m) - law))
        _, parts = multipoles(low, high)
        for rank, value in zip((0, 2), parts):
            recoupled = ((-1) ** int(high + low) * np.sqrt(2 * rank + 1)
                         * float(wigner_3j(1, 1, rank, 0, 0, 0))
                         * float(wigner_6j(1, 1, rank, high, high, low)))
            assert abs(value - recoupled) < 1e-12
        for angle in np.radians([35, 60, 90]):
            s2, c2 = np.sin(angle) ** 2, np.cos(angle) ** 2
            in_plane = np.array([np.cos(angle), 0, -np.sin(angle)])
            direct = contrast(intensity(d, Z, in_plane), intensity(d, Z, Y))
            assert abs(direct - 3*w2*s2 / (2 + w2*(3*s2 - 2))) < 1e-11
            assert abs(beam_pol(d, angle)
                       - 3*w2*s2 / (4 + w2*(3*c2 - 1))) < 1e-11
assert largest_error < 1e-12
print(f"level pairs tested: {pairs} (count)")
print(f"largest intensity-law error: {largest_error:.1e} (dimensionless)")

# The three lines compared in the worked example.
photons = 100000
print(f"photons in both analyser settings: {photons} (count)")
lines = [("0-1-0", Rational(0), Rational(1)),
         ("D1", HALF, HALF), ("D2", HALF, 3 * HALF)]
for name, low, high in lines:
    d = dipole(low, high)
    weights, (a0, a2) = multipoles(low, high)
    m = np.array([float(v) for v in projections(high)])
    q = 3 * m**2 - float(high * (high + 1))
    hand_a2_squared = (weights @ q)**2 / (q @ q) if q @ q > 0 else 0.0
    assert abs(hand_a2_squared - a2**2) < 1e-12
    w2 = a2**2 / (2 * a0**2)
    assert abs(w2 - w2_formula(low, high)) < 1e-12
    parallel, crossed = intensity(d, Z, Z), intensity(d, Z, Y)
    share = parallel / (parallel + crossed)
    six = wigner_6j(1, 1, 2, high, high, low) ** 2
    print(f"{name}: J={low}, J'={high} (dimensionless)")
    print("  weights p_M, M from +J' to -J':",
          " ".join(f"{p:.5f}" for p in weights), "(dimensionless)")
    print(f"  a0={a0:.5f}, a2={a2:.5f} (dimensionless)")
    print(f"  rank-2 6j squared={six}, W2={w2:.4f} (dimensionless)")
    print(f"  I parallel={parallel:.5f}, crossed={crossed:.5f} (dimensionless)")
    print(f"  P at 90 deg, linear excitation: {100*linear_pol(d):.2f} %")
    print(f"  P at 90 deg, unpolarised beam: {100*beam_pol(d, np.pi/2):.2f} %")
    print(f"  P at 60 deg, unpolarised beam: {100*beam_pol(d, np.pi/3):.2f} %")
    print(f"  photons parallel={photons*share:.0f},",
          f"crossed={photons*(1-share):.0f} (count)")

# Any linear analyser is blind to the state of an upper level J'=1/2.
for low in (HALF, 3 * HALF):
    d = dipole(low, HALF)
    for _ in range(5):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        nd = np.tensordot(n, d, axes=1)
        detector = nd @ nd.conj().T
        assert np.allclose(detector, np.eye(2) / 6, atol=1e-12)
    print(f"J'=1/2, lower J={low}: detector diagonal",
          f"{detector[0,0].real:.5f}, {detector[1,1].real:.5f} (dimensionless)")

# Circular excitation reveals orientation but still no linear polarisation.
d1 = dipole(HALF, HALF)
circular = (X + 1j * Y) / np.sqrt(2)
circular_pol = contrast(intensity(d1, circular, circular),
                        intensity(d1, circular, circular.conj()))
side_linear = contrast(intensity(d1, circular, Z), intensity(d1, circular, Y))
assert abs(circular_pol - 1) < 1e-12 and abs(side_linear) < 1e-12
print(f"D1, circular excitation, forward circular P: {100*circular_pol:.2f} %")
print(f"D1, circular excitation, side linear P: {100*abs(side_linear):.2f} %")

# Nuclear spin 3/2: excite F=2 -> F'=2, then select or sum final levels.
nuclear = 3 * HALF
d_hfs = np.array([np.kron(part, np.eye(4)) for part in d1])
f2 = (spin_product(HALF, nuclear) + 1.25 * np.eye(8)) / 2
assert np.allclose(f2 @ f2, f2) and abs(np.trace(f2) - 5) < 1e-12
all_final = linear_pol(d_hfs, middle=f2, start=f2)
one_final = linear_pol(d_hfs, middle=f2, start=f2, final=f2)
w2_f = w2_formula(Rational(2), Rational(2))
assert abs(all_final) < 1e-12
assert abs(one_final - 3 * w2_f / (2 + w2_f)) < 1e-12
print(f"model nuclear spin: {nuclear} (dimensionless)")
print(f"W2 for F=2, F'=2: {w2_f:.4f} (dimensionless)")
print(f"D1 hyperfine, all final F, linear P: {100*abs(all_final):.2f} %")
print(f"D1 hyperfine, final F=2 only, linear P: {100*one_final:.2f} %")

# Orbital line 0-1-0 with spectator spin 1/2, split into D1 and D2.
d_orbital = np.array([np.kron(part, np.eye(2))
                      for part in dipole(Rational(0), Rational(1))])
p32 = (spin_product(Rational(1), HALF) + np.eye(6)) / 1.5
p12 = np.eye(6) - p32
for label, middle, expected in (
        ("D1 amplitude only", p12, 0.0),
        ("D2 amplitude only", p32, linear_pol(dipole(HALF, 3 * HALF))),
        ("D1+D2, equal denominators", p12 + p32, 1.0)):
    value = linear_pol(d_orbital, middle=middle)
    assert abs(value - expected) < 1e-12
    print(f"{label}, linear P: {100*abs(value):.2f} %")

print("tests ok")
```

Output:

```
level pairs tested: 18 (count)
largest intensity-law error: 6.9e-17 (dimensionless)
photons in both analyser settings: 100000 (count)
0-1-0: J=0, J'=1 (dimensionless)
  weights p_M, M from +J' to -J': 0.00000 0.33333 0.00000 (dimensionless)
  a0=0.19245, a2=-0.27217 (dimensionless)
  rank-2 6j squared=1/9, W2=1.0000 (dimensionless)
  I parallel=0.11111, crossed=0.00000 (dimensionless)
  P at 90 deg, linear excitation: 100.00 %
  P at 90 deg, unpolarised beam: 100.00 %
  P at 60 deg, unpolarised beam: 60.00 %
  photons parallel=100000, crossed=0 (count)
D1: J=1/2, J'=1/2 (dimensionless)
  weights p_M, M from +J' to -J': 0.16667 0.16667 (dimensionless)
  a0=0.23570, a2=0.00000 (dimensionless)
  rank-2 6j squared=0, W2=0.0000 (dimensionless)
  I parallel=0.05556, crossed=0.05556 (dimensionless)
  P at 90 deg, linear excitation: 0.00 %
  P at 90 deg, unpolarised beam: 0.00 %
  P at 60 deg, unpolarised beam: 0.00 %
  photons parallel=50000, crossed=50000 (count)
D2: J=1/2, J'=3/2 (dimensionless)
  weights p_M, M from +J' to -J': 0.00000 0.16667 0.16667 0.00000 (dimensionless)
  a0=0.16667, a2=-0.16667 (dimensionless)
  rank-2 6j squared=1/24, W2=0.5000 (dimensionless)
  I parallel=0.05556, crossed=0.01389 (dimensionless)
  P at 90 deg, linear excitation: 60.00 %
  P at 90 deg, unpolarised beam: 42.86 %
  P at 60 deg, unpolarised beam: 29.03 %
  photons parallel=80000, crossed=20000 (count)
J'=1/2, lower J=1/2: detector diagonal 0.16667, 0.16667 (dimensionless)
J'=1/2, lower J=3/2: detector diagonal 0.16667, 0.16667 (dimensionless)
D1, circular excitation, forward circular P: 100.00 %
D1, circular excitation, side linear P: 0.00 %
model nuclear spin: 3/2 (dimensionless)
W2 for F=2, F'=2: 0.3500 (dimensionless)
D1 hyperfine, all final F, linear P: 0.00 %
D1 hyperfine, final F=2 only, linear P: 44.68 %
D1 amplitude only, linear P: 0.00 %
D2 amplitude only, linear P: 60.00 %
D1+D2, equal denominators, linear P: 100.00 %
tests ok
```
